# Quantum Resistance of a Ballistic Two-Dimensional Channel with Several Valleys: a numerical check

```python
# Result under test: a ballistic two-dimensional channel has the two-terminal
# resistance times width  R W = (h / 2 e^2) sqrt(pi / (2 g_v n)),
# n = sheet density, g_v = valley degeneracy, spin degeneracy 2,
# isotropic valleys, zero temperature, linear response, no reflection.
# "Modes per width" is the conductance per width divided by 2 e^2 / h.
# Current flows along x; the width lies along y.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def modes_formula(density, valleys):
    return np.sqrt(2 * valleys * density / np.pi)


def resistance_width(density, valleys):
    """SI: density in 1/m^2, result in ohm metre."""
    return const.h / (2 * const.e**2) * np.sqrt(np.pi / (2 * valleys * density))


# ---------- transmission of a hard-wall lattice strip (hopping = spacing = 1)
def strip_transmission(energy, sites, disorder=None):
    one = np.eye(sites)
    slice_h = 4 * one - np.eye(sites, k=1) - np.eye(sites, k=-1)
    z = (energy + 1e-6j) * one
    surface = slice_h.astype(complex)
    bulk = surface.copy()
    forward = -one.astype(complex)
    backward = forward.copy()
    for _ in range(40):
        g = np.linalg.inv(z - bulk)
        fgb = forward @ g @ backward
        bgf = backward @ g @ forward
        surface = surface + fgb
        bulk = bulk + fgb + bgf
        forward = forward @ g @ forward
        backward = backward @ g @ backward
    sigma = np.linalg.inv(z - surface)
    gamma = 1j * (sigma - sigma.conj().T)
    device = slice_h if disorder is None else slice_h + np.diag(disorder)
    green = np.linalg.inv(z - device - 2 * sigma)
    return np.trace(gamma @ green @ gamma @ green.conj().T).real


sites = 30
strip_rows = []
for energy in (0.12, 0.20, 0.30):
    continuum = np.sqrt(energy) * (sites + 1) / np.pi
    transmission = strip_transmission(energy, sites)
    assert abs(transmission - np.floor(continuum)) < 2e-3
    strip_rows.append((energy, continuum, transmission))
rng = np.random.default_rng(3)
dirty = strip_transmission(0.30, sites, rng.uniform(-1, 1, sites))
assert 0 < dirty < strip_rows[-1][2] - 0.01


# ---------- density and one-way flux from sums over wavevectors (hbar = 1)
def grid_sums(energy, vx, weight, mu, kt):
    f = expit((mu - energy) / kt)
    density = 2 * weight * np.sum(f)
    flux = 2 * np.pi * weight * np.sum(np.maximum(vx, 0) * f * (1 - f) / kt)
    return density, flux


def cartesian_sums(dispersion, kmax, mu, kt, points=1201):
    k = np.linspace(-kmax, kmax, points)
    step = k[1] - k[0]
    kx, ky = np.meshgrid(k, k, indexing="ij")
    energy = dispersion(kx, ky)
    vx = np.gradient(energy, step, axis=0)
    return grid_sums(energy, vx, (step / (2 * np.pi))**2, mu, kt)


isotropic = {
    "parabolic": (lambda x, y: (x**2 + y**2) / 2, 0.5, 0.01),
    "gapped Dirac": (lambda x, y: np.sqrt(1 + 4 * (x**2 + y**2)),
                     np.sqrt(5.0), 0.02),
    "quartic": (lambda x, y: (x**2 + y**2)**2, 1.0, 0.02),
}
flux_rows = []
for name, (dispersion, mu, kt) in isotropic.items():
    density, flux = cartesian_sums(dispersion, 1.6, mu, kt)
    ratio = flux / modes_formula(density, 1)
    assert abs(ratio - 1) < 5e-3      # small thermal and grid errors
    flux_rows.append((name, ratio))

mass_x, mass_y = 0.5, 2.0
density, flux = cartesian_sums(
    lambda x, y: x**2 / (2 * mass_x) + y**2 / (2 * mass_y), 2.2, 0.5, 0.01)
ellipse_factor = modes_formula(density, 1) / flux
assert abs(ellipse_factor / (mass_x / mass_y)**0.25 - 1) < 5e-3

# ---------- honeycomb lattice: the band itself supplies the valleys
points = 1500
phase = 2 * np.pi * np.arange(points) / points
p1, p2 = np.meshgrid(phase, phase, indexing="ij")
honey_e = np.abs(1 + np.exp(1j * p1) + np.exp(1j * p2))
dphase = phase[1]
slope1 = (np.roll(honey_e, -1, 0) - np.roll(honey_e, 1, 0)) / (2 * dphase)
slope2 = (np.roll(honey_e, -1, 1) - np.roll(honey_e, 1, 1)) / (2 * dphase)
honey_vx = np.sqrt(3) / 2 * (slope1 + slope2)
cell_area = np.sqrt(3) / 2
honey_weight = 1 / (points**2 * cell_area)
density, flux = grid_sums(honey_e, honey_vx, honey_weight, 0.15, 0.005)
valleys_found = np.pi * flux**2 / (2 * density)
assert abs(valleys_found - 2) < 0.03

# ---------- local chemical potential between two biased reservoirs
mu_left, mu_right, kt = 0.155, 0.145, 0.005
mu_of_state = np.where(honey_vx > 0, mu_left, mu_right)
biased_density = np.mean(expit((mu_of_state - honey_e) / kt))
mu_local = brentq(
    lambda mu: np.mean(expit((mu - honey_e) / kt)) - biased_density,
    mu_right, mu_left, xtol=1e-9)
drop_left = (mu_left - mu_local) / (mu_left - mu_right)
assert abs(drop_left - 0.5) < 0.02


# ---------- temperature dependence for parabolic valleys
def thermal_integral(eta):
    top = np.sqrt(max(eta, 0) + 40)
    return quad(lambda y: 2 * y**2 * 0.25 / np.cosh((y**2 - eta) / 2)**2,
                0, top, limit=300, epsabs=1e-13, epsrel=1e-10)[0]


def thermal_ratio(theta):
    """R(T)/R(0) at fixed density; theta = k_B T / E_F."""
    eta = np.log(np.expm1(1 / theta))
    return 1 / (np.sqrt(theta) * thermal_integral(eta))


density, flux = cartesian_sums(lambda x, y: (x**2 + y**2) / 2, 6.5, 0.3, 0.5)
warm_theta = 0.5 / (np.pi * density)
warm_grid_ratio = modes_formula(density, 1) / flux
assert abs(warm_grid_ratio / thermal_ratio(warm_theta) - 1) < 1e-3
cold_theta = 0.05
cold_excess = thermal_ratio(cold_theta) - 1
assert abs(cold_excess / (np.pi**2 * cold_theta**2 / 24) - 1) < 0.03

# ---------- worked example, SI inside, practical units in print
n = 1e17
g_v = 2
mass = 0.5 * const.m_e
to_ohm_um = 1e6
k_f = np.sqrt(2 * np.pi * n / g_v)
e_f = const.hbar**2 * k_f**2 / (2 * mass)
width = 100e-9
modes_valley = k_f * width / np.pi
rw = resistance_width(n, g_v)

# dilute limit: general thermal result against its closed form
dilute_n, temperature = 1e14, 300.0
dilute_ef = np.pi * const.hbar**2 * dilute_n / (g_v * mass)
dilute_rw = resistance_width(dilute_n, g_v) * thermal_ratio(
    const.k * temperature / dilute_ef)
dilute_closed = (const.h / (2 * const.e**2)
                 * np.sqrt(2 * mass * const.k * temperature / np.pi)
                 / (const.hbar * dilute_n))
assert abs(dilute_rw / dilute_closed - 1) < 5e-3

# Gaussian value: e^2 in erg cm, h in erg s, density in 1/cm^2
e2_gauss = const.e**2 / (4 * np.pi * const.epsilon_0) * 1e9
rw_gauss = const.h * 1e7 / (2 * e2_gauss) * np.sqrt(
    np.pi / (2 * g_v * n * 1e-4))
ohm_per_gauss = const.c**2 * 1e-5
assert abs(rw_gauss * ohm_per_gauss * 1e-2 / rw - 1) < 1e-8

print("TESTS")
for energy, continuum, transmission in strip_rows:
    print(f"strip E/hopping={energy:.2f}: k_F W/pi={continuum:.3f},"
          f" transmission={transmission:.4f}")
print(f"same strip, E/hopping=0.30, disordered slice: T={dirty:.4f}")
for name, ratio in flux_rows:
    print(f"flux / formula, {name}: {ratio:.5f}")
print(f"ellipse m_x/m_y={mass_x / mass_y:.2f}: R W factor="
      f"{ellipse_factor:.4f}, formula={(mass_x / mass_y)**0.25:.4f}")
print(f"valley number found from honeycomb band: {valleys_found:.4f}")
print(f"fraction of drop at left contact: {drop_left:.4f}")
print(f"warm grid, k_B T/E_F={warm_theta:.4f}: R(T)/R(0)="
      f"{warm_grid_ratio:.4f}, integral={thermal_ratio(warm_theta):.4f}")
print(f"k_B T/E_F={cold_theta:.2f}: R(T)/R(0)-1={cold_excess:.6f},"
      f" leading term={np.pi**2 * cold_theta**2 / 24:.6f}")
print("EXAMPLE")
print(f"density n = {n * 1e-4:.1e} cm^-2, valleys g_v = {g_v}")
print(f"mass m/m_e = {mass / const.m_e:.2f}")
print(f"h/(2e^2) = {const.h / (2 * const.e**2):.3f} ohm")
print(f"k_F = {k_f * 1e-9:.4f} nm^-1")
print(f"E_F = {e_f / const.e * 1e3:.3f} meV")
print(f"width W = {width * 1e9:.0f} nm")
print(f"k_F W/pi per valley = {modes_valley:.3f}")
print(f"whole modes, all valleys = {g_v * int(modes_valley)}")
print(f"smooth mode number, all valleys = {g_v * modes_valley:.3f}")
print(f"R from smooth mode number = {rw / width:.2f} ohm")
r_whole = const.h / (2 * const.e**2 * g_v * int(modes_valley))
print(f"R from whole modes = {r_whole:.2f} ohm")
print(f"R W = {rw * to_ohm_um:.3f} ohm um")
print(f"R W in Gaussian units = {rw_gauss:.4e} s")
print(f"R W per contact = {rw * to_ohm_um / 2:.3f} ohm um")
for n_cm in (1e12, 1e13):
    for valleys in (1, 2, 6):
        value = resistance_width(n_cm * 1e4, valleys) * to_ohm_um
        print(f"n={n_cm:.0e} cm^-2, g_v={valleys}: R W={value:.2f} ohm um")
for mass_ratio in (4.0, 0.25):
    print(f"example with m_x/m_y={mass_ratio:.2f}: R W="
          f"{rw * to_ohm_um * mass_ratio**0.25:.2f} ohm um")
for temp in (77.0, 300.0):
    theta = const.k * temp / e_f
    ratio = thermal_ratio(theta)
    print(f"T={temp:.0f} K: k_B T/E_F={theta:.4f}, R(T)/R(0)={ratio:.4f},"
          f" R W={rw * ratio * to_ohm_um:.2f} ohm um")
print(f"dilute n={dilute_n * 1e-4:.0e} cm^-2, {temperature:.0f} K: R W="
      f"{dilute_rw * to_ohm_um:.1f} ohm um")
print(f"dilute closed form: R W={dilute_closed * to_ohm_um:.1f} ohm um")
print("verified")
```

Output:

```
TESTS
strip E/hopping=0.12: k_F W/pi=3.418, transmission=3.0000
strip E/hopping=0.20: k_F W/pi=4.413, transmission=4.0000
strip E/hopping=0.30: k_F W/pi=5.405, transmission=5.0000
same strip, E/hopping=0.30, disordered slice: T=4.6653
flux / formula, parabolic: 0.99983
flux / formula, gapped Dirac: 0.99979
flux / formula, quartic: 0.99997
ellipse m_x/m_y=0.25: R W factor=0.7072, formula=0.7071
valley number found from honeycomb band: 1.9950
fraction of drop at left contact: 0.4925
warm grid, k_B T/E_F=0.9639: R(T)/R(0)=1.3510, integral=1.3510
k_B T/E_F=0.05: R(T)/R(0)-1=0.001041, leading term=0.001028
EXAMPLE
density n = 1.0e+13 cm^-2, valleys g_v = 2
mass m/m_e = 0.50
h/(2e^2) = 12906.404 ohm
k_F = 0.5605 nm^-1
E_F = 23.939 meV
width W = 100 nm
k_F W/pi per valley = 17.841
whole modes, all valleys = 34
smooth mode number, all valleys = 35.682
R from smooth mode number = 361.70 ohm
R from whole modes = 379.60 ohm
R W = 36.170 ohm um
R W in Gaussian units = 4.0245e-15 s
R W per contact = 18.085 ohm um
n=1e+12 cm^-2, g_v=1: R W=161.76 ohm um
n=1e+12 cm^-2, g_v=2: R W=114.38 ohm um
n=1e+12 cm^-2, g_v=6: R W=66.04 ohm um
n=1e+13 cm^-2, g_v=1: R W=51.15 ohm um
n=1e+13 cm^-2, g_v=2: R W=36.17 ohm um
n=1e+13 cm^-2, g_v=6: R W=20.88 ohm um
example with m_x/m_y=4.00: R W=51.15 ohm um
example with m_x/m_y=0.25: R W=25.58 ohm um
T=77 K: k_B T/E_F=0.2772, R(T)/R(0)=1.0441, R W=37.77 ohm um
T=300 K: k_B T/E_F=1.0799, R(T)/R(0)=1.4020, R W=50.71 ohm um
dilute n=1e+10 cm^-2, 300 K: R W=42421.3 ohm um
dilute closed form: R W=42413.2 ohm um
verified
```
